# Spin-1/2 scattering amplitudes and the Sherman function from spinor harmonics: test program

```python
"""
Scattering of a spin-1/2 particle: M = f + i g sigma.n, n = k x k' / |k x k'|
  f = 1/(2ik) sum_l [(l+1)(S+ - 1) + l(S- - 1)] P_l(cos theta)
  g = 1/(2ik) sum_l (S+ - S-) P_l^1(cos theta),  P_l^1 = sin(theta) P_l'
  Sherman function S = 2 Im(f g*) / (|f|^2 + |g|^2)
S+- = exp(2 i delta+-) belongs to j = l +- 1/2.
Model: H = p^2/2 - (V0 + W0 sigma.L) exp(-r^2), units hbar = m = a = 1.
The amplitudes are tested against explicit spinor-harmonic sums and against
a Lippmann-Schwinger solution that uses no partial waves.
"""
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn, eval_legendre, lpmv
from sympy import Rational
from sympy.physics.quantum.cg import CG

V0, W0, K = 2.0, 0.5, 2.0
LMAX = 12
ELL = np.arange(LMAX + 1)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def phase_shifts(v_depth, w_depth):
    """Integrate u = r^(l+1) w(r) outward and match to free waves."""
    l = np.concatenate([ELL, ELL[1:]])
    sigma_l = np.concatenate([ELL, -(ELL[1:] + 1)])
    depth = v_depth + w_depth * sigma_l
    n = len(l)

    def rhs(r, y):
        w, dw = y[:n], y[n:]
        ddw = -2*(l + 1)/r*dw - (K**2 + 2*depth*np.exp(-r*r))*w
        return np.concatenate([dw, ddw])

    r0, r_end = 1e-3, 6.0
    q = K**2 + 2*depth
    start = np.concatenate([1 - q*r0**2/(2*(2*l + 3)), -q*r0/(2*l + 3)])
    sol = solve_ivp(rhs, (r0, r_end), start, method="DOP853",
                    rtol=1e-11, atol=1e-14)
    assert sol.success
    w, dw = sol.y[:n, -1], sol.y[n:, -1]
    slope = l*w/r_end + dw
    z = K*r_end
    top = K*spherical_jn(l, z, derivative=True)*w - spherical_jn(l, z)*slope
    low = K*spherical_yn(l, z, derivative=True)*w - spherical_yn(l, z)*slope
    delta = np.arctan(top/low)
    return delta[:LMAX + 1], np.concatenate([[0.0], delta[LMAX + 1:]])


def partial_terms(x, d_plus, d_minus):
    """Contributions of each l to f and g at cos(theta) = x."""
    s_plus, s_minus = np.exp(2j*d_plus), np.exp(2j*d_minus)
    p0 = eval_legendre(ELL, x)
    p1 = -lpmv(1, ELL, x)      # lpmv carries the Condon-Shortley sign
    f_l = ((ELL + 1)*(s_plus - 1) + ELL*(s_minus - 1))*p0/(2j*K)
    g_l = (s_plus - s_minus)*p1/(2j*K)
    return f_l, g_l, p0, p1


def amplitudes(x, d_plus, d_minus):
    f_l, g_l, _, _ = partial_terms(x, d_plus, d_minus)
    return f_l.sum(), g_l.sum()


def sherman(f, g):
    return 2*(f*np.conj(g)).imag/(abs(f)**2 + abs(g)**2)


def sph_harmonic(l, m, v):
    if abs(m) > l:
        return 0.0
    a = abs(m)
    norm = math.sqrt((2*l + 1)/(4*math.pi)
                     * math.factorial(l - a)/math.factorial(l + a))
    y = norm*lpmv(a, l, v[2])*np.exp(1j*a*math.atan2(v[1], v[0]))
    return y if m >= 0 else (-1)**a*np.conj(y)


def coupling(l, sign, m):
    """Coefficients of spin up and spin down for j = l + sign/2."""
    big = math.sqrt((l + m + 0.5)/(2*l + 1))
    small = math.sqrt((l - m + 0.5)/(2*l + 1))
    return (big, small) if sign > 0 else (-small, big)


def harmonic_sum(l, sign, v_out, v_in):
    """Sum over m of the outer product of two spinor harmonics."""
    total = np.zeros((2, 2), complex)
    twice_j = 2*l + sign
    for twice_m in range(-twice_j, twice_j + 1, 2):
        up, down = coupling(l, sign, twice_m/2)
        m_up, m_down = (twice_m - 1)//2, (twice_m + 1)//2
        a, b = [np.array([up*sph_harmonic(l, m_up, v),
                          down*sph_harmonic(l, m_down, v)])
                for v in (v_out, v_in)]
        total += np.outer(a, b.conj())
    return total


# Coupling coefficients against sympy's Clebsch-Gordan coefficients
half = Rational(1, 2)
for l in range(3):
    for sign in ((1,) if l == 0 else (1, -1)):
        for tm in range(-(2*l + sign), 2*l + sign + 1, 2):
            m, j = Rational(tm, 2), l + sign*half
            pair = coupling(l, sign, tm/2)
            for ms, value in ((half, pair[0]), (-half, pair[1])):
                if abs(m - ms) <= l:
                    ref = float(CG(l, m - ms, half, ms, j, m).doit())
                    assert abs(ref - value) < 1e-12

# Sums over m in general directions, for each l and j
rng = np.random.default_rng(4)
k_in, k_out = [v/np.linalg.norm(v) for v in rng.normal(size=(2, 3))]
x_gen = k_in @ k_out
normal = np.cross(k_in, k_out)
normal /= np.linalg.norm(normal)
sigma_n = np.einsum("i,ijk->jk", normal, PAULI)
err_sum = 0.0
for l in range(LMAX + 1):
    p0, p1 = eval_legendre(l, x_gen), -lpmv(1, l, x_gen)
    for sign in ((1,) if l == 0 else (1, -1)):
        weight = l + 1 if sign > 0 else l
        closed = (weight*p0*np.eye(2) + sign*1j*p1*sigma_n)/(4*math.pi)
        diff = harmonic_sum(l, sign, k_out, k_in) - closed
        err_sum = max(err_sum, abs(diff).max())
assert err_sum < 1e-11

# Explicit 2x2 matrix with the phases of the model
dp, dm = phase_shifts(V0, W0)
matrix = np.zeros((2, 2), complex)
for l in range(LMAX + 1):
    matrix += (np.exp(2j*dp[l]) - 1)*harmonic_sum(l, 1, k_out, k_in)
    if l > 0:
        matrix += (np.exp(2j*dm[l]) - 1)*harmonic_sum(l, -1, k_out, k_in)
matrix *= 2*math.pi/(1j*K)
f_gen, g_gen = amplitudes(x_gen, dp, dm)
assert abs(matrix - f_gen*np.eye(2) - 1j*g_gen*sigma_n).max() < 1e-10

# Polarisation of an unpolarised beam, and analysing power
density = matrix @ matrix.conj().T
pol = np.array([np.trace(density @ s).real for s in PAULI])
pol /= np.trace(density).real
s_gen = sherman(f_gen, g_gen)
assert np.allclose(pol, s_gen*normal, atol=1e-10)
_, spin = np.linalg.eigh(sigma_n)
i_down, i_up = [np.linalg.norm(matrix @ spin[:, c])**2 for c in (0, 1)]
assert abs((i_up - i_down)/(i_up + i_down) - s_gen) < 1e-10


def lippmann_schwinger(n_p=30, n_x=20, n_phi=32, p_max=10.0):
    """On-shell f, g for incident spin up along z, without partial waves."""
    t, wt = np.polynomial.legendre.leggauss(n_p)
    p, wp = p_max*(t + 1)/2, p_max*wt/2
    x, wx = np.polynomial.legendre.leggauss(n_x)
    green = np.zeros(n_p + 1, complex)
    green[:-1] = 2*wp*p**2/(K**2 - p**2)
    green[-1] = (-K**2*np.sum(2*wp/(K**2 - p**2))
                 + K*math.log((p_max + K)/(p_max - K)) - 1j*math.pi*K)
    mom = np.repeat(np.append(p, K), n_x)
    cosine = np.tile(x, n_p + 1)
    pz, pt = mom*cosine, mom*np.sqrt(1 - cosine**2)
    prop = np.repeat(green, n_x)*np.tile(wx, n_p + 1)/(2*math.pi)**3
    n = len(mom)
    z_out, t_out = pz[:, None], pt[:, None]
    kernel = np.zeros((2*n, 2*n), complex)
    base = mom[:, None]**2 + mom**2 - 2*z_out*pz
    for phi in 2*math.pi*np.arange(n_phi)/n_phi:
        c, s = math.cos(phi), math.sin(phi)
        gauss = math.pi**1.5*np.exp(-(base - 2*t_out*pt*c)/4)
        gauss *= 2*math.pi/n_phi
        # Cartesian components of (p_in x p_out)
        cx, cy, cz = pt*s*z_out, pz*t_out - pt*c*z_out, -pt*s*t_out
        turn = complex(c, s)
        so = -0.5j*W0*gauss
        kernel[:n, :n] += -V0*gauss + so*cz
        kernel[:n, n:] += so*(cx - 1j*cy)*turn
        kernel[n:, :n] += so*(cx + 1j*cy)
        kernel[n:, n:] += (-V0*gauss - so*cz)*turn
    source_gauss = math.pi**1.5*np.exp(-(mom**2 + K**2 - 2*K*pz)/4)
    source = np.concatenate([-V0*source_gauss,
                             0.5*W0*source_gauss*K*pt]).astype(complex)
    system = np.eye(2*n) - kernel*np.concatenate([prop, prop])
    t_matrix = np.linalg.solve(system, source)
    amp = -t_matrix/(2*math.pi)
    return x, amp[n - n_x:n], -amp[2*n - n_x:]


x_ls, f_ls, g_ls = lippmann_schwinger()
fg = np.array([amplitudes(x, dp, dm) for x in x_ls])
err_f = abs(fg[:, 0] - f_ls).max()
err_g = abs(fg[:, 1] - g_ls).max()
assert err_f < 1e-6 and err_g < 1e-6

# Total cross-section: angular quadrature, phase-shift sum, optical theorem
xq, wq = np.polynomial.legendre.leggauss(40)
quad = np.array([amplitudes(x, dp, dm) for x in xq])
sigma_quad = 2*math.pi*np.sum(wq*(abs(quad)**2).sum(axis=1))
sigma_phase = 4*math.pi/K**2*np.sum((ELL + 1)*np.sin(dp)**2
                                    + ELL*np.sin(dm)**2)
f_forward = amplitudes(1.0, dp, dm)[0]
sigma_opt = 4*math.pi/K*f_forward.imag
assert abs(sigma_quad - sigma_phase) < 1e-9
assert abs(sigma_opt - sigma_phase) < 1e-9

# Weak potential: Born amplitudes and linear onset of the Sherman function
x60 = math.cos(math.pi/3)
sin60 = math.sin(math.pi/3)
weak = 1e-3
f_w, g_w = amplitudes(x60, *phase_shifts(weak*V0, weak*W0))
f_w2, g_w2 = amplitudes(x60, *phase_shifts(2*weak*V0, 2*weak*W0))
shape = math.sqrt(math.pi)*math.exp(-K**2*(1 - x60)/2)
f_born = weak*V0*shape/2
g_born = weak*W0*shape*K**2*sin60/4
assert abs(f_w/f_born - 1) < 0.01 and abs(g_w/g_born - 1) < 0.01
s_weak, s_weak2 = sherman(f_w, g_w), sherman(f_w2, g_w2)
assert abs(s_weak2/s_weak - 2) < 0.06   # next order in the strength remains

print("Units: hbar = m = a = 1; lengths in a, cross-sections in a^2")
print(f"V0 = {V0}, W0 = {W0} (hbar^2/(m a^2)); k = {K} (1/a)")
print(f"energy = {K**2/2:.1f} hbar^2/(m a^2); largest l = {LMAX}")
print("Phase shifts (rad, modulo pi): l, delta+, delta-")
for l in range(7):
    minus = "   none  " if l == 0 else f"{dm[l]:9.5f}"
    print(f"  {l}  {dp[l]:9.5f}  {minus}")
f_l, g_l, p0, p1 = partial_terms(x60, dp, dm)
print("At 60 deg: l, P_l, P_l^1, term of f (a), term of g (a)")
for l in range(7):
    print(f"  {l} {p0[l]:8.4f} {p1[l]:8.4f}  {f_l[l]:.5f}  {g_l[l]:.5f}")
f60, g60 = f_l.sum(), g_l.sum()
print(f"f(60 deg) = {f60:.5f} a; g(60 deg) = {g60:.5f} a")
print(f"Im(f g*) at 60 deg = {(f60*np.conj(g60)).imag:.5f} a^2")
print("theta (deg), |f|^2 (a^2/sr), |g|^2 (a^2/sr), sum (a^2/sr), S")
for deg in range(0, 181, 15):
    f, g = amplitudes(math.cos(math.radians(deg)), dp, dm)
    a, b = abs(f)**2, abs(g)**2
    print(f"  {deg:3d} {a:10.6f} {b:10.6f} {a + b:10.6f} {sherman(f, g):8.4f}")
degrees = np.arange(0, 180.05, 0.1)
curve = np.array([sherman(*amplitudes(math.cos(math.radians(d)), dp, dm))
                  for d in degrees])
hi, lo = curve.argmax(), curve.argmin()
print(f"largest S = {curve[hi]:.4f} at {degrees[hi]:.1f} deg")
print(f"smallest S = {curve[lo]:.4f} at {degrees[lo]:.1f} deg")
print(f"total cross-section, angular quadrature = {sigma_quad:.6f} a^2")
print(f"total cross-section, phase-shift sum = {sigma_phase:.6f} a^2")
print(f"total cross-section, optical theorem = {sigma_opt:.6f} a^2")
print(f"Im f(0) = {f_forward.imag:.6f} a")
print(f"largest error of the sums over m = {err_sum:.1e}")
print(f"Lippmann-Schwinger: max diff f {err_f:.1e} a, g {err_g:.1e} a")
print(f"strength x {weak}: f/Born = {f_w/f_born:.5f}")
print(f"strength x {weak}: g/Born = {g_w/g_born:.5f}")
print(f"S(60 deg) at strength x {weak} = {s_weak:.3e}")
print(f"S(60 deg) at strength x {2*weak} = {s_weak2:.3e}")
print("done: every assertion held")
```

Output:

```
Units: hbar = m = a = 1; lengths in a, cross-sections in a^2
V0 = 2.0, W0 = 0.5 (hbar^2/(m a^2)); k = 2.0 (1/a)
energy = 2.0 hbar^2/(m a^2); largest l = 12
Phase shifts (rad, modulo pi): l, delta+, delta-
  0    0.77337     none  
  1    0.68730    0.25295
  2    0.33046    0.04392
  3    0.09388    0.00000
  4    0.02100   -0.00241
  5    0.00400   -0.00085
  6    0.00066   -0.00019
At 60 deg: l, P_l, P_l^1, term of f (a), term of g (a)
  0   1.0000  -0.0000  0.24993+0.24398j  0.00000-0.00000j
  1   0.5000   0.8660  0.30578+0.21692j  0.10743+0.14718j
  2  -0.1250   1.2990  -0.06303-0.01998j  0.17086+0.06713j
  3  -0.4375   0.3248  -0.08167-0.00769j  0.01516+0.00143j
  4  -0.2891  -1.3532  -0.01378-0.00032j  -0.01583-0.00029j
  5   0.0898  -1.9283  0.00089+0.00000j  -0.00468-0.00001j
  6   0.3232  -0.4973  0.00056+0.00000j  -0.00021-0.00000j
f(60 deg) = 0.39872+0.43292j a; g(60 deg) = 0.27285+0.21543j a
Im(f g*) at 60 deg = 0.03223 a^2
theta (deg), |f|^2 (a^2/sr), |g|^2 (a^2/sr), sum (a^2/sr), S
    0   3.331892   0.000000   3.331892   0.0000
   15   2.874982   0.061944   2.936925   0.0396
   30   1.856630   0.158199   2.014829   0.0765
   45   0.910452   0.173732   1.084184   0.1090
   60   0.346398   0.120858   0.467257   0.1379
   75   0.105379   0.063860   0.169240   0.1726
   90   0.027281   0.030109   0.057390   0.2489
  105   0.007232   0.014794   0.022026   0.4253
  120   0.002849   0.008039   0.010888   0.6740
  135   0.001957   0.004406   0.006363   0.8929
  150   0.001907   0.002017   0.003924   0.9956
  165   0.002086   0.000521   0.002607   0.7653
  180   0.002186   0.000000   0.002186   0.0000
largest S = 0.9958 at 149.5 deg
smallest S = 0.0000 at 0.0 deg
total cross-section, angular quadrature = 5.381095 a^2
total cross-section, phase-shift sum = 5.381095 a^2
total cross-section, optical theorem = 5.381095 a^2
Im f(0) = 0.856428 a
largest error of the sums over m = 3.6e-16
Lippmann-Schwinger: max diff f 5.1e-10 a, g 5.2e-10 a
strength x 0.001: f/Born = 1.00002+0.00084j
strength x 0.001: g/Born = 1.00030+0.00059j
S(60 deg) at strength x 0.001 = 1.819e-04
S(60 deg) at strength x 0.002 = 3.638e-04
done: every assertion held
```
